# The conductance staircase of a ten-site square-lattice ribbon

## Problem

A ribbon is cut from a square lattice of spacing $a$. It is infinitely long and has $N=10$ sites across, numbered $j=1,\dots,10$. Each site carries one orbital of energy zero, and nearest neighbours are coupled by $-t$ with $t>0$. The edges are hard, both spin states are equivalent, and there is no magnetic field, disorder or interaction. A short section of the ribbon is regarded as the device; the rest forms two ideal leads.

At zero temperature and small voltage the conductance is

$$G(E)=\frac{2e^2}{h}\,T(E),\qquad T=\mathrm{Tr}\left[\Gamma_L\,\mathcal G\,\Gamma_R\,\mathcal G^\dagger\right],$$

where $E$ is the Fermi energy, $\mathcal G$ is the retarded Green function between the two end slices of the device, and $\Gamma=i(\Sigma-\Sigma^\dagger)$ is the broadening due to a lead of self-energy $\Sigma$.

1. Find the energies at which the subbands open and close.
2. Show from the trace formula what each subband contributes to $T$, and obtain $G(E)$.
3. A numerical calculation replaces $E$ by $E+i\eta$ with small $\eta>0$. Find the resulting shape of a step, and use it to compare computed and analytic openings.

Energies are in units of $t$ where numbers are given, and $k$ is the phase per slice, so that the wave number is $k/a$.

## Hints

**Hint 1.** A hard edge can be replaced by a fictitious site on which the amplitude vanishes. Where are these two sites?

**Hint 2.** Write the coupling between neighbouring slices as a $10\times10$ matrix. What does it do to a transverse eigenvector?

**Hint 3.** Removing the first slice of a semi-infinite lead leaves the same lead. This gives a quadratic equation for its surface Green function. The substitution $z=-t(\lambda+1/\lambda)$ solves it without a square root.

**Hint 4.** Near the bottom of a subband the dispersion is parabolic. With a complex energy, the real and imaginary parts of $k^2$ are simpler than those of $k$.

## Solution

### 1. Transverse modes and subband edges

Within one slice, an eigenvector $\varphi(j)$ obeys

$$-t[\varphi(j+1)+\varphi(j-1)]=\varepsilon\,\varphi(j),\qquad \varphi(0)=\varphi(N+1)=0.$$

The end conditions remove the missing neighbours of sites $1$ and $N$. The trial form $\sin(j\theta)$ vanishes at $j=0$, and at $j=N+1$ if $(N+1)\theta=n\pi$. Since $\sin[(j+1)\theta]+\sin[(j-1)\theta]=2\cos\theta\,\sin(j\theta)$,

$$\varphi_n(j)=\sqrt{\frac{2}{N+1}}\sin(j\theta_n),\qquad \theta_n=\frac{n\pi}{N+1},\qquad \varepsilon_n=-2t\cos\theta_n .$$

The values $n=1,\dots,N$ give $N$ different energies, hence a complete set.

The coupling between slices is $-t$ times the unit matrix, because each site is joined to the site with the same $j$. It therefore leaves $\varphi_n$ unchanged, and each mode becomes an independent chain with on-site energy $\varepsilon_n$ and hopping $-t$. A wave $e^{ikx}$, with $x$ the slice number, has energy

$$E_n(k)=\varepsilon_n-t(e^{ik}+e^{-ik})=\varepsilon_n-2t\cos k .$$

Its minimum at $k=0$ and maximum at $k=\pi$ are the edges sought:

$$E_n^{\rm open}=-2t-2t\cos\theta_n,\qquad E_n^{\rm close}=2t-2t\cos\theta_n .$$

Because $|\cos\theta_n|<1$, every opening is below zero and every closing above it. No subband closes before all ten have opened.

### 2. The contribution of one mode

For one mode set $z=E+i\eta-\varepsilon_n=-t(\lambda+1/\lambda)$. The surface Green function $g$ of its lead satisfies

$$g=\frac{1}{z-t^2g}\quad\Longrightarrow\quad t^2g^2-zg+1=0 .$$

Inserting $g=-\lambda/t$ gives $\lambda^2+z\lambda/t+1=\lambda^2-(\lambda^2+1)+1=0$, so this is a root. The other root has $1/\lambda$ in place of $\lambda$. The retarded solution decays into the lead when $\eta>0$, which selects $|\lambda|<1$. Write $\lambda=e^{ik}$ with $k=q+i\kappa$ and $\kappa>0$. Then $z=-2t\cos k$ has the imaginary part

$$2t\sin q\,\sinh\kappa=\eta ,$$

which makes $\sin q$ positive. The self-energy and broadening are

$$\Sigma=t^2g=-t\lambda,\qquad \Gamma=-2\,\mathrm{Im}\,\Sigma=2t\,e^{-\kappa}\sin q .$$

For an open mode and $\eta\to0$, this is $\Gamma=2t\sin k=\hbar v/a$, where $v=(a/\hbar)\,dE_n/dk$ is the group velocity.

The device with both self-energies attached has the Green function of the infinite chain. That function satisfies

$$z\,\mathcal G_{xx'}+t(\mathcal G_{x+1,x'}+\mathcal G_{x-1,x'})=\delta_{xx'} .$$

Take $\mathcal G_{xx'}=A\lambda^{|x-x'|}$. For $x\ne x'$ the left side vanishes by the definition of $\lambda$. For $x=x'$ it gives $A(z+2t\lambda)=1$, hence

$$A=\frac{1}{t(\lambda-1/\lambda)}=\frac{1}{2it\sin k},$$

since $\lambda-1/\lambda=2i\sin k$. Between the ends of a device of $L$ slices the Green function is $A\lambda^{L-1}$. With $|\sin(q+i\kappa)|^2=\sin^2q+\sinh^2\kappa$,

$$T_n=\Gamma^2|A|^2|\lambda|^{2(L-1)}
=\frac{4t^2e^{-2\kappa}\sin^2q\;e^{-2\kappa(L-1)}}{4t^2(\sin^2q+\sinh^2\kappa)}
=\frac{e^{-2\kappa L}\sin^2q}{\sin^2q+\sinh^2\kappa}.$$

Now let $\eta\to0$.

- If $E$ lies inside subband $n$, then $\kappa\to0$ while $\sin q$ stays finite, and $T_n\to1$.
- If $E$ lies outside it, then $\sin q\to0$ while $\kappa$ stays finite, and $T_n\to0$.

Close to an opening the velocity of the new mode is small, and so is $\Gamma$. The factor $|A|^2=1/\Gamma^2$ of an open mode compensates for this, so the contribution does not grow gradually with velocity. The same cancellation appears in the current. Carriers moving to the right have the density $dk/(2\pi a)$ per spin and length, and a voltage $V$ leaves an energy window $eV$ unbalanced:

$$I=2e\int\frac{dk}{2\pi a}\,\frac{a}{\hbar}\frac{dE_n}{dk}=\frac{2e}{h}\int dE=\frac{2e^2}{h}V .$$

The conductance away from the subband edges is therefore

$$G(E)=\frac{2e^2}{h}M(E),$$

with $M(E)$ the number of subbands containing $E$.

For $-4t<E<0$ no subband has closed, and $M$ counts the openings below $E$. The condition $E>E_n^{\rm open}$ means $\cos\theta_n>-1-E/2t$. The cosine decreases on $(0,\pi)$, so this is an upper limit on $\theta_n$, and

$$M(E)=\left\lfloor\frac{N+1}{\pi}\arccos\left(-1-\frac{E}{2t}\right)\right\rfloor .$$

For positive energies use $\cos\theta_{N+1-n}=-\cos\theta_n$. It gives $E_{N+1-n}^{\rm close}=-E_n^{\rm open}$, so $G(-E)=G(E)$: the staircase descends as it rose.

### 3. The staircase in numbers

For $n=1$, $\varepsilon_1=-2\cos(\pi/11)=-1.918986$, and subtracting $2$ gives the opening at $-3.918986$. The other rows follow in the same way. The last column is the computed conductance on the plateau that follows the opening.

| $n$ | $\varepsilon_n/t$ | $E_n^{\rm open}/t$ | $G$ (µS) |
|---|---|---|---|
| 1 | −1.918986 | −3.918986 | 77.48 |
| 2 | −1.682507 | −3.682507 | 154.96 |
| 3 | −1.309721 | −3.309721 | 232.44 |
| 4 | −0.830830 | −2.830830 | 309.92 |
| 5 | −0.284630 | −2.284630 | 387.40 |
| 6 | 0.284630 | −1.715370 | 464.88 |
| 7 | 0.830830 | −1.169170 | 542.36 |
| 8 | 1.309721 | −0.690279 | 619.84 |
| 9 | 1.682507 | −0.317493 | 697.32 |
| 10 | 1.918986 | −0.081014 | 774.80 |

The steps are equal in height, $2e^2/h=77.48$ µS, but not in length. The plateau after opening $n<10$ has the length

$$\varepsilon_{n+1}-\varepsilon_n=4t\sin\frac{\pi}{22}\,\sin\frac{(2n+1)\pi}{22},$$

which is largest for $n=5$. From the table it is $-1.71537+2.28463=0.56926$ there, against $0.2365$ for $n=1$. The top plateau ends at the first closing, $+0.0810$, and is only $0.1620$ long. The last subband closes at $+3.9190$.

As a detailed case take $E=-2t$. The counting formula gives $\lfloor(11/\pi)(\pi/2)\rfloor=\lfloor5.5\rfloor=5$. The phases of the open modes follow from $\cos k_n=(\varepsilon_n-E)/2t$. For $n=5$ this is $(-0.28463+2)/2=0.85769$, hence $k_5=0.54005$ and $\Gamma_5=2\sin k_5=1.02835$. For $n=1$ the broadening is $1.99836$. The two modes differ in velocity by almost a factor of two, yet each transmits one unit.

### 4. What a finite $\eta$ does to a step

Near an opening let $\delta=E-E_n^{\rm open}$. Then $z=-2t+\delta+i\eta$, while $-2t\cos k\approx-2t+tk^2$. Thus $tk^2=\delta+i\eta$, whose real part and modulus give

$$q^2-\kappa^2=\frac{\delta}{t},\qquad q^2+\kappa^2=\frac{\sqrt{\delta^2+\eta^2}}{t}.$$

For small $q$ and $\kappa$, and with $\kappa L\ll1$, the transmission reduces to $q^2/(q^2+\kappa^2)$. Half the sum of the two equations is $q^2$, so

$$T_n\approx\frac12\left[1+\frac{\delta}{\sqrt{\delta^2+\eta^2}}\right].$$

The opening is at half height in this limit. Without $\eta$ the ideal step has different limits from the two sides, and the value one half at the edge belongs to this regularization.

The numerical calculation uses $\eta=10^{-6}t$ and $L=5$. It obtains the lead self-energies from the site Hamiltonian by repeated elimination of slices, without using the transverse modes. A scan of 406 energies brackets the jumps, and bisection finds the half heights. Ten openings and ten closings appear; the largest difference from the analytic edges is $7.2\times10^{-9}t$ in both sets.

This small remainder can be explained. At $\delta=0$, $q=\kappa=\sqrt{\eta/2t}=7.07\times10^{-4}$. The neglected factor $e^{-2\kappa L}\approx1-2\kappa L$ lowers $T_n$ from $\tfrac12$ by $\kappa L=0.0035$. For the third step the computed total is indeed $2.4965$ instead of $2.5$. The slope of the step at its centre is $1/(2\eta)$, so the half height of an opening moves up in energy (that of a closing moves down by the same amount) by

$$\frac{\kappa L}{1/(2\eta)}=2\kappa L\eta\approx7.1\times10^{-9}t .$$

The plateaus are also slightly low. Away from an edge, $\sinh\kappa=\eta/(2t\sin q)$ gives $\kappa\approx\eta/\Gamma_n$, and an open mode loses about $2L\eta/\Gamma_n$. At $E=-2t$ the five broadenings in the numerical output give $\sum_n t/\Gamma_n\approx3.13$. The expected loss is $10\times10^{-6}\times3.13=3.1\times10^{-5}$, in agreement with the computed $T=4.999969$. The same loss adds to the shift of a step. At the tenth opening the nine modes already open have $\sum_n t/\Gamma_n\approx6.6$ and lose $6.6\times10^{-5}$; multiplied by $2\eta$ this adds $0.13\times10^{-9}t$ and raises the shift from $7.1$ to $7.2\times10^{-9}t$. Both departures from the ideal staircase thus come from the artificial absorption $\eta$.

## Variation A: how good is a continuum channel?

**Question.** Replace the lattice by a particle of effective mass $m^*$ between hard walls. What width should the channel have, and which openings does it reproduce?

**Solution.** Measure the openings from $-4t$, the bottom of the band of the infinite two-dimensional lattice:

$$\Delta_n=E_n^{\rm open}+4t=2t(1-\cos\theta_n)=t\theta_n^2\left(1-\frac{\theta_n^2}{12}+\cdots\right).$$

Near the bottom of that band the energy is $t$ times the squared phase per site, so $m^*=\hbar^2/(2ta^2)$. The leading term becomes

$$t\theta_n^2=\frac{\hbar^2}{2m^*}\left(\frac{n\pi}{W}\right)^2,\qquad W=(N+1)a .$$

The width is $11a$, the distance between the fictitious sites where the wave vanishes, although the outermost real sites are only $9a$ apart.

For $n=1$ the lattice gives $0.08101$ and the continuum $0.08157$. The lattice value is lower by $0.68\,\%$ of the continuum value, as the correction $\theta_1^2/12$ predicts. For $n=5$ the values are $1.715$ and $2.039$, and for $n=10$ they are $3.919$ and $8.157$. The continuum model therefore serves for the first few steps. It misses the bending of the cosine band, and with it the descending half of the staircase.

## Variation B: one altered site

**Question.** The energy of one site, at $x=0$ and $j=j_0$, is raised by $U>0$. How much conductance can this remove?

**Solution.** Let $\eta\to0$, and let $E<0$ lie away from the openings. Normalize the incident open modes to equal flux, $\varphi_n(j)e^{ik_nx}/\sqrt{\Gamma_n}$, and define $u_n=\varphi_n(j_0)/\sqrt{\Gamma_n}$. Repeated scattering at the single site sums to the strength

$$\tau=U+Ug_0U+\cdots=\frac{U}{1-Ug_0},$$

where $g_0$ is the Green function of the uniform ribbon at that site. (The closed form also solves $\tau=U+Ug_0\tau$ when the series does not converge.) An open mode contributes $-i\varphi_n^2(j_0)/\Gamma_n$ to $g_0$, by the result for $A$. A mode not yet open has $\lambda=e^{-\kappa_n}$ and contributes $-\varphi_n^2(j_0)/(2t\sinh\kappa_n)$. Hence $g_0=D-iS$ with

$$S=\sum_{\rm open}u_n^2,\qquad D=-\sum_{\rm closed}\frac{\varphi_n^2(j_0)}{2t\sinh\kappa_n}.$$

The scattered wave travelling backwards in mode $m$ has the amplitude $r_{mn}=-iu_m\tau u_n$. Summing over incoming and outgoing modes gives the total reflection

$$R=\sum_{mn}|r_{mn}|^2=|\tau|^2S^2=\frac{U^2S^2}{(1-UD)^2+U^2S^2}\le1 .$$

Current conservation gives $T=M-R$. One altered site can remove at most one channel, however large $U$ is.

For $U=t$ at $j_0=3$ and $E=-2t$, the computed transmission falls from $4.99997$ to $4.93659$. The loss of $0.0634$ is well inside the bound, but $T$ is no longer an integer. Since $R$ depends on energy, the former plateau is no longer flat either.

For $U>0$ we have $1-UD\ge1$, because $D\le0$, and the effect is strongest just above an opening, where the new mode has $\Gamma_n\to0$. (For a lowered site, $U<0$, the factor $1-UD$ can vanish inside a plateau, and then $R=1$ there as well.) If $\varphi_n(j_0)\ne0$, then $S\to\infty$ and $R\to1$, so $T$ starts from $n-1$ and not from $n$. Just below the opening the same mode is still closed, with $\sinh\kappa_n\to0$. Then $D\to-\infty$ while $S$ stays finite, so $R\to0$ and $T$ again tends to $n-1$. The two limits agree, and the vertical step becomes a continuous rise. The opening energy itself is unchanged, since it belongs to the uniform leads; in the limit at the opening, only the slow mode loses its transmission.

## Computed results

```
transverse sites N = 10, device slices = 5
hopping t = 1.0 (energy unit), eta = 1.0e-06 t
conductance quantum 2e^2/h = 77.4809 microsiemens
Openings (energies in t):
 n  transverse   analytic      numerical
 1  -1.918986  -3.91898595  -3.91898594
 2  -1.682507  -3.68250707  -3.68250706
 3  -1.309721  -3.30972147  -3.30972146
 4  -0.830830  -2.83083003  -2.83083002
 5  -0.284630  -2.28462968  -2.28462967
 6   0.284630  -1.71537032  -1.71537032
 7   0.830830  -1.16916997  -1.16916997
 8   1.309721  -0.69027853  -0.69027852
 9   1.682507  -0.31749293  -0.31749293
10   1.918986  -0.08101405  -0.08101405
largest opening error = 7.2e-09 t
largest closing error = 7.2e-09 t
first closing = 0.081014 t, last = 3.918986 t
Plateaus: n, energy (t), G (2e^2/h), G (microsiemens)
 1   -3.80075   0.999985    77.480
 2   -3.49611   1.999980   154.960
 3   -3.07028   2.999976   232.441
 4   -2.55773   3.999973   309.922
 5   -2.00000   4.999969   387.402
 6   -1.44227   5.999964   464.883
 7   -0.92972   6.999957   542.363
 8   -0.50389   7.999947   619.843
 9   -0.19925   8.999933   697.323
10    0.00000   9.999912   774.802
scan: 406 energies, largest distance from integer = 3.4e-04
Step 3: (E - opening)/eta, numerical T, limiting formula
 -2  2.05201  2.05279
 -1  2.14483  2.14645
  0  2.49646  2.50000
  1  2.84966  2.85355
  2  2.94395  2.94721
At E = -2.0 t: open mode n, k (rad/spacing), broadening (t)
 1  1.53028  1.99836
 2  1.41138  1.97464
 3  1.21841  1.87710
 4  0.94643  1.62266
 5  0.54005  1.02835
transmission, uniform ribbon = 4.999969
transmission, site 3 of middle slice raised by 1.0 t = 4.936593
Height above -4t (t): n, lattice, continuum
 1  0.081014  0.081567
 2  0.317493  0.326268
 5  1.715370  2.039174
10  3.918986  8.156698
relative deviation of lattice from continuum, n=1: -0.678 %
```
